# Wrapped Coordinates, Unwrapped Hops and the Long-Time Diffusion Coefficient

**Q:** I am simulating one oxygen adatom on a nickel surface by kinetic Monte Carlo. The sites form a square lattice of spacing $a=0.25$ nm, and the periodic cell has $L=21$ sites per side. Each coordinate is stored as an integer from 0 to 20. I subtract the starting coordinates from the current ones, square, add the two axes and average over 10000 independent runs with random starting sites. After $14.0\ \mu$s the mean-square displacement (MSD) is $9.24\ \text{nm}^2$, so

$$
D=\frac{\text{MSD}}{4t}=\frac{9.24\times10^{-14}\ \text{cm}^2}{4\times 13.99\times10^{-6}\ \text{s}}=1.65\times10^{-9}\ \text{cm}^2/\text{s}.
$$

The stored position is all the simulation needs to choose the next hop, so it should be enough for $D$ too. Is a longer run all I need for a better value?

**A:** A longer run makes it worse. The stored position tells you where the adatom is within the cell, which is enough to choose the next hop. It does not tell you how many times the adatom has gone round the cell, and the distance travelled depends on that number.

Start with what the MSD should be. Let $k$ be the hop rate to each of the four neighbours, the same at every site and independent of earlier hops. Let $n$ be the net number of hops along $x$, counted with sign and never reset. In a short time $dt$, $n$ becomes $n+1$ with probability $k\,dt$ and $n-1$ with probability $k\,dt$; hops along $y$ leave it alone. For any function $f(n)$ the average therefore changes as

$$
\frac{d\langle f\rangle}{dt}=k\,\big\langle f(n+1)+f(n-1)-2f(n)\big\rangle. \qquad (1)
$$

Take $f=n^2$. Since $(n+1)^2+(n-1)^2-2n^2=2$, we get $d\langle n^2\rangle/dt=2k$. With $n=0$ at the start, $\langle n^2\rangle=2kt$. Adding the equal contribution from $y$ and restoring the spacing,

$$
\text{MSD}=4ka^2t=4Dt,\qquad D=ka^2 .
$$

In this model the line is straight from $t=0$.

**Q:** And what does my subtraction give instead?

**A:** Let $m$ be $n$ reduced to the range $0,\dots,L-1$ by adding or removing multiples of $L$. Suppose the walk has residue $m$ and began at site $x_0$. If $x_0+m\le L-1$, the stored difference is $m$; this holds for $L-m$ of the $L$ starting sites. For the other $m$ starting sites the coordinate has been wrapped, and the difference is $m-L$. The starting site is uniformly random and independent of the hops, so the mean square at given $m$ is

$$
\frac{L-m}{L}\,m^2+\frac{m}{L}\,(L-m)^2=\frac{m(L-m)}{L}\,[m+(L-m)]=m(L-m).
$$

Your MSD per axis, in units of $a^2$, is thus $W(t)=\langle m(L-m)\rangle$. It can never exceed $L^2/4$, however long you run.

**Q:** Where does it settle?

**A:** At long times all residues become equally likely, as the decay rates below will show. Then

$$
W_\infty=\frac1L\sum_{m=0}^{L-1}(Lm-m^2)=\frac{L(L-1)}{2}-\frac{(L-1)(2L-1)}{6}=\frac{L^2-1}{6}.
$$

For two axes and your cell this is $2\times(440/6)\times0.0625\ \text{nm}^2=9.17\ \text{nm}^2$. Your $9.24\ \text{nm}^2$ is this limit with sampling noise. The hop rate does not appear in it, so it carries no information about $D$. Dividing by $4t$ gives a number that falls as $1/t$: doubling the run halves your "diffusion coefficient".

**Q:** Then I will use the early part of the curve, before it flattens.

**A:** With the raw difference, that fails too. Equation (1) also holds on the ring, with neighbours taken modulo $L$. For $f(m)=m(L-m)$ and $1\le m\le L-1$,

$$
(m+1)(L-m-1)+(m-1)(L-m+1)-2m(L-m)=-2 .
$$

At $m=0$ the neighbours are $1$ and $L-1$, where $f=L-1$, while $f(0)=0$. The combination is then $2(L-1)=-2+2L$. If $p_m(t)$ is the probability of residue $m$,

$$
\frac{dW}{dt}=2k\,(Lp_0-1). \qquad (2)
$$

At $t=0$, $p_0=1$ and the slope is $2k(L-1)$, which is $L-1=20$ times the true one. The reason is visible in a single hop: one that crosses the cell edge changes the stored coordinate by $L-1$ sites instead of one. Such hops are a fraction $1/L$ of the total, but each contributes $(L-1)^2$.

**Q:** How fast does that wrong slope die away?

**A:** Put $f=\cos(2\pi qm/L)$ into (1), with $q$ an integer. The sum of the two neighbouring cosines is $2\cos(2\pi q/L)\,f$, so the bracket equals $-2[1-\cos(2\pi q/L)]f=-4s_q^2f$, with $s_q=\sin(\pi q/L)$. Hence $\langle f\rangle=e^{-4kts_q^2}$. Left and right are equivalent, so the sine averages vanish, and inverting the discrete Fourier series gives

$$
p_m=\frac1L\sum_{q=0}^{L-1}e^{-4kts_q^2}\cos\frac{2\pi qm}{L}. \qquad (3)
$$

Every term but $q=0$ decays, leaving $p_m\to1/L$ as used above. Setting $m=0$ in (3) and inserting it in (2),

$$
\frac{dW}{dt}=2k\sum_{q=1}^{L-1}e^{-4kts_q^2},\qquad
W=\frac12\sum_{q=1}^{L-1}\frac{1-e^{-4kts_q^2}}{s_q^2}.
$$

The slowest decay time is $1/(4ks_1^2)$, which for a large cell is about $L^2/(4\pi^2k)$. A larger cell therefore postpones the plateau and raises it, but does not remove it.

The slope of $W$ starts above $2k$ and decreases steadily to zero. The curve therefore rises above the true line and later crosses it once. At the crossing, $\text{MSD}/4t$ gives the right $D$ by accident, so agreement at one chosen time proves nothing.

**Q:** What if I use the minimum image, that is, the shortest way round the cell between start and end?

**A:** That cures the early part only. Take $L$ odd and write $L=2h+1$. The displacement is now $m=-h,\dots,h$, and $f=m^2$. Away from the ends the combination in (1) is $2$, as for free motion. At $m=h$ the outward neighbour is $-h$, which has the same square, so

$$
h^2+(h-1)^2-2h^2=1-2h=2-L .
$$

The same holds at $m=-h$, and $p_{-h}=p_h$ by symmetry. The minimum-image MSD per axis, $M$ in units of $a^2$, obeys

$$
\frac{dM}{dt}=k\,[2-L(p_h+p_{-h})]=2k\,(1-Lp_h). \qquad (4)
$$

The slope is right while the far side of the ring is empty, and vanishes once $p_h$ has reached $1/L$. The plateau is

$$
M_\infty=\frac{2}{L}\sum_{m=1}^{h}m^2=\frac{h(h+1)}{3}=\frac{L^2-1}{12},
$$

half the raw one. For even $L$ the single farthest site $L/2$ is counted once. With $H=L/2$ the mean is $[(H-1)H(2H-1)/3+H^2]/(2H)=(2H^2+1)/6=(L^2+2)/12$.

For the full curve at odd $L$, use (3) at $m=h$, where $\cos(2\pi qh/L)=\cos(\pi q-\pi q/L)=(-1)^q\cos(\pi q/L)$. Integrating (4), and using $M_\infty$ for the constant,

$$
M=\frac{L^2-1}{12}+\frac12\sum_{q=1}^{L-1}(-1)^q\cos\frac{\pi q}{L}\;\frac{e^{-4kts_q^2}}{s_q^2}.
$$

**Q:** Can you put my numbers in? I use a barrier of 0.55 eV, an attempt frequency of $10^{13}\ \text{s}^{-1}$ and 500 K.

**A:** With $k_BT=0.04309$ eV,

$$
k=10^{13}\,e^{-0.55/0.04309}\ \text{s}^{-1}=2.86\times10^7\ \text{s}^{-1},
$$

$$
D=ka^2=2.86\times10^7\times(2.5\times10^{-8})^2=1.79\times10^{-8}\ \text{cm}^2/\text{s}.
$$

Your estimate was about eleven times too small. Here are the three MSDs from the same 10000 simulated paths, in nm²:

| $t$ (µs) | unwrapped | raw | min. image |
|---|---|---|---|
| 0.035 | 0.246 | 2.46 | 0.246 |
| 0.350 | 2.47 | 6.86 | 2.30 |
| 1.40 | 10.0 | 9.14 | 4.43 |
| 13.99 | 99.7 | 9.24 | 4.60 |

In the first row the raw value is ten times too large rather than twenty, because its slope has already fallen as $p_0$ dropped. The formulas place its crossing with the true line at $1.25\ \mu$s. The minimum image is 5% below the true line at $0.32\ \mu$s.

Slopes over the second half of the run give $D=(1.79\pm0.03)\times10^{-8}\ \text{cm}^2/\text{s}$ for the unwrapped paths. The raw difference gives $(0.3\pm2.3)\times10^{-11}$ and the minimum image $(-1.2\pm1.1)\times10^{-11}\ \text{cm}^2/\text{s}$. Both are consistent with zero.

**Q:** But doesn't a plateau mean that the adatom is confined?

**A:** It would if there were walls. A terrace bounded by steps that the adatom cannot cross is a real confinement. Let the terrace be $N$ sites wide, with the starting sites spread at random across it. The end site eventually becomes uniform too, and independent of the start. Each then has variance $(N^2-1)/12$, so the mean-square difference is $(N^2-1)/6$. That is the same formula as your raw plateau, but with the terrace width in place of the cell width. For a 50 nm terrace, $N=200$ and the limit is $417\ \text{nm}^2$ along that axis. Your cell edge reflects nothing: the adatom hops through it at the ordinary rate. To tell the two cases apart, look at the unwrapped MSD along the axis that crosses the terrace: it levels off if steps block the way, but keeps growing if the cell edge is the only boundary. The run must be long enough to show this: on the 50 nm terrace the MSD has reached only a tenth of its limit at $14\ \mu$s, half at about $100\ \mu$s and 90% at about $320\ \mu$s. Motion parallel to the steps stays free, so the sum over both axes can keep growing in either case.

**Q:** How do I get the unwrapped path without losing the periodic cell?

**A:** Keep two records. For a hop $s=\pm1$ along $x$, update

$$
x\leftarrow(x+s)\bmod L,\qquad X\leftarrow X+s .
$$

Use $x$ to look up sites and neighbours, and $X$, with its partner $Y$, for the MSD.

**Q:** My old runs stored only wrapped coordinates at intervals. Are they lost?

**A:** Not if the frames are close enough in time. Take the minimum-image step between successive frames and add the steps up. With odd $L$ this recovers the path if the net move along each axis between frames is at most $h$ sites, here 10.

If the interval $\tau$ is too long, the error is easy to miss. For odd $L$, the steps of different intervals are independent and have mean zero, so their mean squares add. After $j$ intervals the rebuilt MSD per axis is $jM(\tau)a^2$. This is a straight line in $t=j\tau$, but its slope gives

$$
D_{\text{frame}}=\frac{M(\tau)\,a^2}{2\tau}.
$$

For $k\tau=1$, a frame every 35 ns, all 10000 paths were recovered. For $k\tau=100$ the formula gives $D_{\text{frame}}/D=0.183$, and the rebuilt paths gave $0.184\pm0.002$. For $k\tau=20$ it gives $0.729$ against $0.746\pm0.007$, a difference of 2.4 standard errors, which is rather large but within the five allowed in the comparison. A straight MSD is therefore no proof that the unwrapping worked. For stored runs, drop every second frame and repeat the analysis. An unchanged slope, within its error, supports the original spacing. If the slope falls, make a short new run with more closely spaced frames and compare.

**Q:** How far can I trust $1.8\times10^{-8}\ \text{cm}^2/\text{s}$ for real oxygen on nickel?

**A:** As an order of magnitude at best. Your spacing fits the fourfold hollow sites of Ni(100), but the barrier and the attempt frequency are assumed inputs that nothing here confirms, and $D$ inherits their errors. An error of 0.1 eV in the barrier changes $D$ by a factor of 10, and an error in the attempt frequency changes $D$ in proportion. The next three effects are smaller than that barrier error. If 5% of hops covered two spacings at the same total rate, $D$ would rise by 15%. Tunnelling through a parabolic barrier whose frequency equals the attempt frequency adds about 4%. On a 50 nm terrace with impassable steps, the MSD across the terrace at $14\ \mu$s, averaged over random starting sites, would be 15% below the free value.

Exposure to oxygen gas can break a further assumption, that the adatom is alone. One adatom per cell is a coverage of 0.23%. At that coverage, with random placement, the chance of another adatom within two spacings is 2.7% at any one instant. Over the whole run the chance is much larger: if the adatoms hop independently, about nine in ten come that close to another at least once in $14\ \mu$s, half of them within about $2\ \mu$s. Such meetings fill only a few percent of the time if the adatoms ignore each other, but can last much longer if they attract. Above roughly $7\times10^{-4}$ Torr of O₂ at 300 K, moreover, more than one molecule on average strikes your cell during the run. If the molecules stick, the coverage climbs, and the adatoms meet and affect each other's hops more and more often.

**Q:** Would accumulated hops still be the right record then?

**A:** Yes, but the straight line from $t=0$ is no longer guaranteed, because equation (1) assumed one rate everywhere and no memory. Fit the late slope, after checking that it has become constant. With several interacting adatoms, the slope for individual adatoms gives the tracer diffusion coefficient, which in general differs from the coefficient in Fick's law for the spreading of a coverage. Repeat with a larger cell as well, keeping the numbers of adatoms and traps per unit area fixed, since $D$ can depend on both: a trap placed in the cell is repeated every $L$ sites, and unwrapping the path does not remove that repetition. The numerical output below gives the remaining values for this example.

## Computed results

```
Site spacing: 0.25 nm; cell: 21 sites = 5.25 nm
Barrier: 0.55 eV; attempt frequency: 1.0e+13 1/s
Temperature: 500 K; kT = 0.04309 eV
Hop rate per neighbour k: 2.8592e+07 1/s; 1/k = 34.975 ns
D = k a^2: 1.7870e-08 cm2/s
Walkers: 10000; run time: 13.990 us
2D MSD in nm2, simulation (theory): unwrapped | raw | min. image
  kt=  1, t=0.0350 us: 0.246 (0.250) | 2.456 (2.500) | 0.246 (0.250)
  kt= 10, t=0.3497 us: 2.468 (2.500) | 6.856 (6.808) | 2.297 (2.337)
  kt= 40, t=1.3990 us: 9.998 (10.000) | 9.137 (9.006) | 4.430 (4.424)
  kt=100, t=3.4975 us: 25.287 (25.000) | 9.254 (9.166) | 4.582 (4.583)
  kt=200, t=6.9950 us: 50.187 (50.000) | 9.194 (9.167) | 4.630 (4.583)
  kt=400, t=13.9899 us: 99.675 (100.000) | 9.239 (9.167) | 4.600 (4.583)
Standard error of last unwrapped MSD: 0.99 nm2
D from slope over second half of run (cm2/s):
  unwrapped: 1.79e-08 +/- 3.3e-10
  raw wrapped: 2.91e-12 +/- 2.3e-11
  minimum image: -1.24e-11 +/- 1.1e-11
2D plateaus, L=21: raw 9.167, image 4.583 nm2
2D plateaus, L=41: raw 35.000, image 17.500 nm2
Initial raw slope / true slope: 20.00
Slowest relaxation time: kt = 11.25, t = 0.3936 us
Minimum image 5% low at: kt = 9.12, t = 0.3190 us
Raw curve crosses true line at: kt = 35.73, t = 1.2495 us
Frame reconstruction: D_frame/D, simulation +/- error (theory)
  k tau=1: 0.9968 +/- 0.0099 (1.0000)
  k tau=20: 0.7463 +/- 0.0074 (0.7287)
  k tau=100: 0.1841 +/- 0.0017 (0.1833)
Wrong paths at k tau=1: 0 (expected number 0.064)
D factor for 0.1 eV barrier error: 10.18
Tunnelling factor, parabolic barrier of same frequency: 1.0394
D factor if 5% of hops are double: 1.150
Coverage of one adatom per cell: 0.227 %
Chance of a neighbour within two spacings: 2.69 %
O2 arrivals per cell and run at 1e-08 Torr, 300 K gas: 1.38e-05
Pressure for one arrival per run: 7.23e-04 Torr
Escape barrier giving one event per run: 0.808 eV
Free rms displacement per axis at end: 7.07 nm; terrace: 50 nm
MSD across terrace / free MSD at end: 0.849
Real plateau across terrace, one axis: 416.7 nm2
```
